# Parry's Ewald sum for charged planes and the double-layer potential step

## The decision that depends on the result

An asymmetric slab can have a different work function on each face. Finding both requires the electrostatic potential on both sides of the slab. Two choices must be made: how to treat the zero-wave-vector term of the lattice sum, and at what height to read the vacuum levels. If the zero-wave-vector term is dropped, the step between the two vacuum levels is lost. If that term is taken alone as the plate potential, the result close to the charges depends on a numerical parameter. If the levels are read too close to the surface along one vertical line, they contain lateral corrugation. The formula below settles both choices for point charges.

## Setting and result

Point charges $q_j$ sit at $\mathbf r_j=(\boldsymbol\rho_j,z_j)$ in a cell of area $A$. The cell is repeated over a two-dimensional lattice of vectors $\mathbf R$ in the $xy$ plane and is not repeated along $z$. The reciprocal vectors $\mathbf G$ satisfy $\mathbf G\cdot\mathbf R=2\pi\times$ integer, and $G=|\mathbf G|$. The cell is neutral, $\sum_j q_j=0$. Hartree atomic units are used, so a unit charge has potential $1/r$. The field point is $\mathbf r=(\boldsymbol\rho,z)$, with $s_j=z-z_j$. For any $\eta>0$,

$$\phi(\mathbf r)=\sum_j q_j\left[N_j+W_j+Z(s_j)\right],\tag{1}$$

$$N_j=\sum_{\mathbf R}\frac{\mathrm{erfc}(\eta|\mathbf r-\mathbf r_j-\mathbf R|)}{|\mathbf r-\mathbf r_j-\mathbf R|},$$

$$W_j=\frac{\pi}{A}\sum_{\mathbf G\ne0}\frac{\cos[\mathbf G\cdot(\boldsymbol\rho-\boldsymbol\rho_j)]}{G}\,B(G,s_j),$$

$$B(G,s)=e^{Gs}\,\mathrm{erfc}\!\left(\tfrac{G}{2\eta}+\eta s\right)+e^{-Gs}\,\mathrm{erfc}\!\left(\tfrac{G}{2\eta}-\eta s\right),$$

$$Z(s)=-\frac{2\pi}{A}\left[s\,\mathrm{erf}(\eta s)+\frac{e^{-\eta^2s^2}}{\eta\sqrt\pi}\right].$$

These are the near, wave and zero parts. The potential step across the layer is

$$\phi(+\infty)-\phi(-\infty)=\frac{4\pi p_z}{A},\qquad p_z=\sum_jq_jz_j.\tag{2}$$

Neutrality makes $p_z$ independent of the origin of $z$.

## What the infinite sum means

The Coulomb sum over a single charge and its images diverges. For the neutral cell, define $\phi$ as the limit of sums over whole cells with $|\mathbf R|\le L$ as $L\to\infty$. This also fixes the additive constant.

To manipulate the sum safely, replace $1/r$ by $f_\varepsilon(r)=\mathrm{erfc}(\varepsilon r)/r$. Each charge's lattice sum then converges absolutely. It must be shown that $\varepsilon\to0$ returns the disc limit. With $\mathbf d_j=\mathbf r-\mathbf r_j$, expand for large $R$:

$$\sum_jq_jf_\varepsilon(|\mathbf R-\mathbf d_j|)=f_\varepsilon(R)\sum_jq_j-\Big(\sum_jq_j\mathbf d_j\Big)\cdot\nabla f_\varepsilon(\mathbf R)+\text{remainder}.$$

The first term vanishes by neutrality. The second is odd in $\mathbf R$ and cancels between $\mathbf R$ and $-\mathbf R$, which lie in the same disc. The remainder is controlled by second derivatives. Since $f_\varepsilon(r)=\varepsilon g(\varepsilon r)$ with $g(x)=\mathrm{erfc}(x)/x$, these are $\varepsilon^3$ times those of $g$ at $x=\varepsilon r$. Both $x^3g''$ and $x^2g'$ are bounded for $x>0$, because $g\sim1/x$ near zero and decays as a Gaussian at infinity. The remainder is therefore below $C/R^3$ with $C$ independent of $\varepsilon$. In two dimensions $\sum R^{-3}$ converges, so the limit $\varepsilon\to0$ may be taken term by term in the paired sum.

## Derivation of the three parts

**Splitting.** The substitution $u=rt$ shows that

$$f_\varepsilon(r)=\frac{2}{\sqrt\pi}\int_\varepsilon^\infty e^{-r^2t^2}dt .$$

The range $t>\eta$ gives $\mathrm{erfc}(\eta r)/r$, which summed over $\mathbf R$ is $N_j$. In the range $\varepsilon<t<\eta$ the Gaussians are broad, and their lattice sum is best done in reciprocal space.

**Poisson summation.** The function $S(\boldsymbol\rho)=\sum_{\mathbf R}e^{-t^2|\boldsymbol\rho-\mathbf R|^2}$ is periodic. In its Fourier coefficient, the integral over one cell and the sum over $\mathbf R$ combine into an integral over the whole plane:

$$S_{\mathbf G}=\frac1A\int d^2\rho\,e^{-t^2\rho^2-i\mathbf G\cdot\boldsymbol\rho}=\frac{\pi}{At^2}e^{-G^2/4t^2},$$

by completing the square. Multiplying by $e^{-s^2t^2}$ and by $2/\sqrt\pi$, the broad part of one charge's potential is

$$\frac{2\sqrt\pi}{A}\sum_{\mathbf G}e^{i\mathbf G\cdot(\boldsymbol\rho-\boldsymbol\rho_j)}\int_\varepsilon^\eta\frac{dt}{t^2}\,e^{-G^2/4t^2-s_j^2t^2}.\tag{3}$$

The terms $\pm\mathbf G$ combine into cosines.

**Terms with $\mathbf G\ne0$.** The factor $e^{-G^2/4t^2}$ suppresses the integrand at small $t$, so $\varepsilon$ can be set to zero. The claim is

$$\frac{2\sqrt\pi}{A}\int_0^\eta\frac{dt}{t^2}e^{-G^2/4t^2-s^2t^2}=\frac{\pi}{AG}B(G,s).\tag{4}$$

Both sides vanish as $\eta\to0$, so it is enough to compare derivatives with respect to $\eta$. Let $u_\pm=G/2\eta\pm\eta s$. Then

$$u_\pm^2=\frac{G^2}{4\eta^2}+\eta^2s^2\pm Gs,\qquad\frac{du_\pm}{d\eta}=-\frac{G}{2\eta^2}\pm s .$$

Hence $e^{\pm Gs}e^{-u_\pm^2}$ is the same Gaussian for both signs, and

$$\frac{dB}{d\eta}=-\frac{2}{\sqrt\pi}e^{-G^2/4\eta^2-\eta^2s^2}\left[-\frac{G}{2\eta^2}+s-\frac{G}{2\eta^2}-s\right]=\frac{2G}{\sqrt\pi\,\eta^2}e^{-G^2/4\eta^2-\eta^2s^2}.$$

Multiplication by $\pi/AG$ gives $(2\sqrt\pi/A\eta^2)e^{-G^2/4\eta^2-\eta^2s^2}$, the derivative of the left side. This proves (4).

**Term with $\mathbf G=0$.** For one charge the integral diverges as $1/\varepsilon$. Neutrality allows 1 to be subtracted from each exponential without changing the sum over charges:

$$\sum_jq_j\int_\varepsilon^\eta\frac{e^{-s_j^2t^2}}{t^2}dt=\sum_jq_j\int_\varepsilon^\eta\frac{e^{-s_j^2t^2}-1}{t^2}dt .$$

The new integrand tends to $-s_j^2$ at $t=0$, so $\varepsilon\to0$ is harmless. Integrating by parts, with $-1/t$ as the integral of $1/t^2$,

$$\int_0^\eta\frac{e^{-s^2t^2}-1}{t^2}dt=\frac{1-e^{-\eta^2s^2}}{\eta}-2s^2\int_0^\eta e^{-s^2t^2}dt=\frac{1-e^{-\eta^2s^2}}{\eta}-\sqrt\pi\,|s|\,\mathrm{erf}(\eta|s|).$$

The boundary term at $t=0$ vanishes because $(1-e^{-s^2t^2})/t\approx s^2t$. Multiplying by $2\sqrt\pi/A$ gives $Z(s)+2\sqrt\pi/(A\eta)$, where $|s|\,\mathrm{erf}(\eta|s|)=s\,\mathrm{erf}(\eta s)$ was used. The constant is the same for every charge and drops out by neutrality. This completes (1).

**Potential at a charge.** At the site of charge $i$ its own $1/r$ must be removed. The near part contains $\mathrm{erfc}(\eta r)/r$ from that charge, and

$$\frac{\mathrm{erfc}(\eta r)-1}{r}=-\frac{\mathrm{erf}(\eta r)}{r}\to-\frac{2\eta}{\sqrt\pi}\qquad(r\to0).$$

So the term $\mathbf R=0$, $j=i$ is omitted from $N_i$ and $-2\eta q_i/\sqrt\pi$ is added to the potential. The wave and zero parts keep $j=i$. The energy per cell is $\frac12\sum_iq_i\phi_i$, with $\phi_i$ these site potentials.

## How parallel plates emerge

The derivative of the zero part is simple, because two terms cancel:

$$Z'(s)=-\frac{2\pi}{A}\left[\mathrm{erf}(\eta s)+\frac{2\eta s}{\sqrt\pi}e^{-\eta^2s^2}-\frac{2\eta s}{\sqrt\pi}e^{-\eta^2s^2}\right]=-\frac{2\pi}{A}\mathrm{erf}(\eta s).$$

Then $Z''=-4\pi\,(\eta/A\sqrt\pi)\,e^{-\eta^2s^2}$. By Poisson's equation, $Z$ is the potential of a unit charge per cell spread evenly in the plane and smeared along $z$ into a Gaussian of width set by $1/\eta$. The zero part alone therefore describes smeared plates.

The missing piece is the in-plane mean of the near part. Averaging over a cell and summing over $\mathbf R$ again gives an integral over the plane. With $r^2=\rho^2+s^2$ and $\rho\,d\rho=r\,dr$,

$$\frac1A\int d^2\rho\,\frac{\mathrm{erfc}(\eta r)}{r}=\frac{2\pi}{A}\int_{|s|}^\infty\mathrm{erfc}(\eta r)\,dr=\frac{2\pi}{A}\left[\frac{e^{-\eta^2s^2}}{\eta\sqrt\pi}-|s|\,\mathrm{erfc}(\eta|s|)\right].$$

The last step uses $\int_x^\infty\mathrm{erfc}(y)\,dy=e^{-x^2}/\sqrt\pi-x\,\mathrm{erfc}(x)$. When $Z(s)$ is added, the Gaussians cancel and $\mathrm{erf}+\mathrm{erfc}=1$ leaves $-2\pi|s|/A$. The wave part has zero mean, so

$$\bar\phi(z)=-\frac{2\pi}{A}\sum_jq_j|z-z_j|.\tag{5}$$

This is the sharp-plate potential, independent of $\eta$. The zero part alone approaches it when $\eta|z-z_j|\gg1$ for every plane.

## The step and the approach to it

Above all charges $|z-z_j|=z-z_j$, and the term in $z$ vanishes by neutrality, so $\bar\phi=+2\pi p_z/A$. Below all charges the sign reverses and $\bar\phi=-2\pi p_z/A$. The difference is (2). For two planes with densities $\pm\sigma$ a distance $d$ apart, $p_z/A=\sigma d$ and the step is $4\pi\sigma d$. The potential is higher on the positive side. An electron has energy $-\phi$, so its vacuum level is lower there.

The local potential reaches these plateaus exponentially. To see this, let $\eta\to\infty$ at a height where no $s_j$ is zero. The near part vanishes. In $B$, one complementary error function tends to 2 and the other term to zero, so $B\to2e^{-G|s|}$. The integrand in (4) is positive, so $B$ rises monotonically to this limit, which justifies taking it inside the sum:

$$\phi(\mathbf r)=\bar\phi(z)+\frac{2\pi}{A}\sum_jq_j\sum_{\mathbf G\ne0}\frac{\cos[\mathbf G\cdot(\boldsymbol\rho-\boldsymbol\rho_j)]}{G}e^{-G|s_j|}.\tag{6}$$

Outside the layer every lateral harmonic decays as $e^{-G|z|}$. Equation (6) is efficient away from the planes and converges poorly near one, where (1) is needed.

## When the step does not apply

*A charged cell.* If $Q=\sum_jq_j\ne0$, the $\mathbf G=0$ term contains $2\sqrt\pi\,Q/(A\varepsilon)$ and diverges. Discarding this constant leaves a field on both sides, from $-2\pi Q|z|/A$ at large $|z|$, so there are no plateaus.

*A finite layer.* Take a disc of radius $L$ with dipole density $\tau=p_z/A$, treated as thin and continuous. On its axis at height $z>0$,

$$\phi=\tau\int_0^L\frac{2\pi\rho z\,d\rho}{(\rho^2+z^2)^{3/2}}=2\pi\tau\left[1-\frac{z}{\sqrt{L^2+z^2}}\right].$$

The plateau exists for heights well below $L$, with a relative deficit of about $z/L$. Far beyond $L$ the potential falls to zero. Disc sums of point charges converge at the same order. The second-order term of a cell at distance $R$, averaged over the direction of $\mathbf R$, is $\sum_jq_j\left(\tfrac12|\boldsymbol\rho-\boldsymbol\rho_j|^2-s_j^2\right)/2R^3$. Integrating it with weight $2\pi R\,dR/A$ beyond $L$ gives an omitted tail $(\pi/AL)\sum_jq_j\left(\tfrac12|\boldsymbol\rho-\boldsymbol\rho_j|^2-s_j^2\right)$. Its part linear in $z$ is the deficit $2\pi\tau z/L$ found above, and the rest comes from the in-plane dipole and the second moments of the cell. All of it is proportional to $1/L$, which is why the disc sums quoted below were extrapolated linearly in $1/L$.

*Periodicity along $z$.* If the potential is forced to repeat after a length $c$, it cannot keep two different plateaus. A uniform field of magnitude $4\pi p_z/(Ac)$ is then added to undo the step, and it must be corrected for before vacuum levels are read.

## Worked example

The model is a square lattice with $a=5$ bohr, so $A=25$ bohr². A charge $+0.1$ sits at $z=+1$ bohr and $-0.1$ at $z=-1$ bohr, the latter displaced laterally by $(a/2,a/2)$. Then $p_z=0.1\times1+(-0.1)\times(-1)=0.2$ $e\,$bohr, and

$$\frac{4\pi\times0.2}{25}=0.10053\ \text{hartree}/e=2.736\ \text{V}.$$

Potentials below are in hartree$/e$. The Ewald sum evaluated at $z=\pm12$ bohr and the extrapolated disc sums both give 0.100531. With the negative charge moved directly below the positive one, the disc sums give the same value, as (2) requires: lateral registry does not enter $p_z$.

**The role of $\eta$.** Directly above the positive charge, at $z=3$ bohr, the parts are:

| $\eta$ (1/bohr) | near | wave | zero | total |
|---|---|---|---|---|
| 0.4 | 0.012879 | 0.001648 | 0.044900 | 0.059427 |
| 0.8 | 0.001183 | 0.008160 | 0.050084 | 0.059427 |

The parts change and the total does not. The plate value here is 0.050265. In the positive plane, $z=1$ bohr, the zero part alone is 0.0205 for $\eta=0.4$ and 0.0327 for $\eta=0.8$, against the same plate value. It is thus 59% and 35% too low: the smearing length is comparable with the plane spacing. At $z=6$ bohr the two values are 0.050205 and 0.050265, and the smearing hardly matters.

**Where to read the vacuum level.** Let line P run through the positive charges and line M through the negative ones.

| $z$ (bohr) | P | M | plates |
|---|---|---|---|
| 0 | 0.057091 | −0.057091 | 0 |
| 3 | 0.059427 | 0.044855 | 0.050265 |
| 6 | 0.050435 | 0.050112 | 0.050265 |

At the midplane, where the plate potential is zero, the local potential on P and M is $\pm0.057$, slightly larger in magnitude than the plateau value 0.050. Outside, the four shortest reciprocal vectors, with $g=2\pi/a=1.2566$ bohr$^{-1}$, dominate. On line P the cosines in (6) are $+1$ for the positive charge and $-1$ for the negative one, so the charges contribute

$$4q\left(e^{gd/2}+e^{-gd/2}\right)=8q\cosh(gd/2),$$

times $(2\pi/Ag)e^{-gz}$ for $z$ above both planes, with $q=0.1$ the charge and $d=2$ bohr the plane spacing. On line M every cosine changes sign. The leading difference is therefore

$$\phi_P-\phi_M\approx\frac{32\pi q}{Ag}\cosh\!\left(\frac{gd}{2}\right)e^{-gz}.$$

At $z=6$ bohr this is $0.3200\times1.899\times5.315\times10^{-4}=3.230\times10^{-4}$, against $3.231\times10^{-4}$ from the full sum. At 3 bohr the leading harmonic is 4% below the full difference, because shorter wavelengths still contribute.

A level read on one line at $z=3$ bohr is wrong by 18% of the plateau on P and by 11% on M. At 6 bohr the errors are about 0.3%. The in-plane mean avoids this error: by (5) it has reached the plateau as soon as $z$ lies above all the charges.

**Site potentials and energy.** The plate potential at the positive plane is $+0.0503$, but the site potential of the positive charge is $-0.0229$. The energies per cell differ in sign too:

$$E_{\text{points}}=\tfrac12(0.1)(-0.0229-0.0229)=-0.00229\ \text{hartree},$$

$$E_{\text{plates}}=\tfrac12(0.1)(0.0503+0.0503)=+0.00503\ \text{hartree}.$$

The plate energy is a complete field energy and is positive. The point-charge energy omits each charge's interaction with itself, so its sign is not fixed. The difference in site potential, $-0.0732$, collects that omission and the lateral structure of both planes. The plate model gives the step correctly, but it cannot supply the binding energy of the layer.

## Notes for implementation

The product $e^{Gs}\,\mathrm{erfc}(u_+)$ can overflow in its first factor while the second underflows. For $u_+>0$ use the scaled function $\mathrm{erfcx}(x)=e^{x^2}\mathrm{erfc}(x)$:

$$e^{Gs}\,\mathrm{erfc}(u_+)=e^{-G^2/4\eta^2-\eta^2s^2}\,\mathrm{erfcx}(u_+).$$

For $u_+\le0$, $s$ is negative, so $e^{Gs}<1$ and the direct product is safe. The other term of $B$ follows by $s\to-s$.

The near terms fall off as $e^{-\eta^2R^2}$, and the wave terms at worst as $e^{-G^2/4\eta^2}$. For a square lattice, equal decay at the first shells requires $\eta a=\pi/(\eta a)$, or $\eta=\sqrt\pi/a$. This is a starting value; the converged result does not depend on it.

A useful check is a low-symmetry cell with an in-plane dipole, which exercises the pairing argument. For an oblique cell with three charges, (1) gives $-0.004626$ and the extrapolated disc sum $-0.004625$, within the $10^{-5}$ allowed for the extrapolation. Comparing two values of $\eta$ is quicker, but it cannot detect an error that is itself independent of $\eta$, such as a wrong dipole. The step (2) should therefore be compared separately with $p_z$ computed from the charges. The remaining values are in the numerical output.

## Table of computed values

```
Model: square lattice, +q plane above -q plane
lattice constant a = 5.0 bohr, plane spacing d = 2.0 bohr
charge q = 0.10 e, cell area A = 25.0 bohr^2
sheet density q/A = 0.00400 e/bohr^2
dipole per cell = 0.200 e bohr
Potentials below in hartree/e
Ewald parts at x=y=0, z=3 bohr (eta in 1/bohr):
 eta=0.4 near=0.01287930 wave=0.00164815 zero=0.04489953 total=0.05942699
 eta=0.8 near=0.00118258 wave=0.00816023 zero=0.05008418 total=0.05942699
 direct disc sum, extrapolated: 0.059427
Zero part alone against sharp plates:
 z=0.5 bohr: eta=0.4 0.010639, eta=0.8 0.018030, plates 0.025133
 z=1.0 bohr: eta=0.4 0.020545, eta=0.8 0.032722, plates 0.050265
 z=3.0 bohr: eta=0.4 0.044900, eta=0.8 0.050084, plates 0.050265
 z=6.0 bohr: eta=0.4 0.050205, eta=0.8 0.050265, plates 0.050265
Profiles: line P through +q, line M through -q, and plates
 z=-6.0 bohr: P -0.050112, M -0.050435, plates -0.050265
 z=-3.0 bohr: P -0.044855, M -0.059427, plates -0.050265
 z= 0.0 bohr: P  0.057091, M -0.057091, plates -0.000000
 z= 3.0 bohr: P  0.059427, M  0.044855, plates  0.050265
 z= 6.0 bohr: P  0.050435, M  0.050112, plates  0.050265
shortest G = 1.25664 1/bohr
Difference P - M, and its leading harmonic:
 z=3.0 bohr: 1.4572e-02, leading 1.4010e-02
 z=6.0 bohr: 3.2311e-04, leading 3.2299e-04
site potential at +q = -0.022903, at -q = 0.022903
plate potential at the +q plane = 0.050265
energy per cell: point charges -0.002290 hartree, plates 0.005027 hartree
Step 4 pi p/A = 0.100531 hartree/e = 2.7356 V
step from Ewald, z = +-12 bohr: 0.100531
step from direct sums: 0.100531
step from direct sums, -q right below +q: 0.100531
mean field strength between planes = 0.050265 hartree/(e bohr)
Oblique test cell: Ewald -0.004626, direct -0.004625
```
